# Semilocal Functionals and the Long-Range Interaction of Spherical Neutral Atoms, part 1

(Sections cited here and not found follow in the second part.)

## First half: the semilocal energy of two superposed atoms

Two spherical neutral atoms, A and B, have their nuclei a distance $R$ apart. At large $R$ the exact ground-state energy for instantaneous Coulomb forces (retardation neglected) contains an attraction $-C_6/R^6$, the dispersion energy. This problem asks what a semilocal density functional gives in its place. Such a functional has the form

$$E_{\rm sl}[n]=\int f(n,\nabla n)\,d^3r,\qquad f(0,0)=0 .$$

Here $n(\mathbf r)$ is the number density of electrons. The integrand at a point uses the density and its gradient at that point. The local density approximation depends on $n$ alone; a generalized gradient approximation, such as PBE, uses both.

The assumptions for this half are as follows.

1. Each atom has a density falling at least as fast as an exponential: $n\le Me^{-2\kappa r}$ and $|\nabla n|\le M'e^{-2\kappa r}$, where $r$ is the distance from its own nucleus. A power of $r$ multiplying the true tail can be absorbed by taking $\kappa$ slightly smaller. For unlike atoms, $\kappa$ is the smaller of the two values and $M,M'$ are the larger ones.
2. The function $f$ is continuous, and its slopes are bounded on the densities that occur: $|\partial f/\partial n|\le L_n$ and $|\partial f/\partial\nabla n|\le L_g$.
3. The atoms are closed-shell, or all their electrons have parallel spin, so that one density is enough.

The density of the pair is first taken to be $n_A+n_B$. The second half removes this restriction.

### (a) Bounding the interaction

**Question.** Define the non-additive energy

$$\Delta E_{\rm sl}=E_{\rm sl}[n_A+n_B]-E_{\rm sl}[n_A]-E_{\rm sl}[n_B].$$

Bound its magnitude by integrals over density tails. Are the slope bounds reasonable for local exchange and for PBE exchange?

**Solution.** Cut space at the plane midway between the nuclei. Call A's side $V_A$ and B's side $V_B$. In $V_A$ the density of B is a tail, so group the integrand as

$$\big[f(n_A+n_B,\nabla n_A+\nabla n_B)-f(n_A,\nabla n_A)\big]-f(n_B,\nabla n_B).$$

For the bracket, switch on B's tail with a parameter $\lambda$ running from 0 to 1. The chain rule gives

$$\frac{d}{d\lambda}f(n_A+\lambda n_B,\nabla n_A+\lambda\nabla n_B)
=\frac{\partial f}{\partial n}n_B+\frac{\partial f}{\partial\nabla n}\cdot\nabla n_B .$$

The magnitude of the right side is at most $L_nn_B+L_g|\nabla n_B|$. Integrating over $\lambda$ gives the same bound for the bracket. The last term can be written $f(n_B,\nabla n_B)-f(0,0)$, and the path $(\lambda n_B,\lambda\nabla n_B)$ bounds it in the same way. The two pieces together give a factor 2. Repeating the argument in $V_B$ with the labels exchanged,

$$|\Delta E_{\rm sl}|\le
2\int_{V_A}\!\big(L_nn_B+L_g|\nabla n_B|\big)d^3r
+2\int_{V_B}\!\big(L_nn_A+L_g|\nabla n_A|\big)d^3r. \tag{1}$$

The large energy density near each nucleus has cancelled. What remains is the part of each atom that reaches across the midplane.

For local exchange $f\propto n^{4/3}$, so $\partial f/\partial n\propto n^{1/3}$, which is bounded because atomic densities are finite. PBE exchange has $f=-Cn^{4/3}F(s)$ with $s=b|\nabla n|/n^{4/3}$, where $C$ and $b$ are constants. Since $\partial s/\partial n=-4s/(3n)$,

$$\frac{\partial f}{\partial n}=-\frac43Cn^{1/3}(F-sF'),\qquad
\frac{\partial f}{\partial|\nabla n|}=-CbF'.$$

The PBE factor has the form $F=1+k-k/(1+\mu s^2/k)$ with positive constants $k$ and $\mu$. It tends to $1+k$ at large $s$, while $F'$ falls as $s^{-3}$. Thus $F$, $F'$ and $sF'$ are all bounded, and so are both slopes. The slopes of full PBE, with correlation, are examined numerically in part (c).

A meta-GGA has a further ingredient, such as the kinetic-energy density. The same argument applies if the slope with respect to that ingredient is bounded and the ingredient itself is additive up to an exponentially small remainder. This has to be checked for each functional and is not claimed here for all of them.

### (b) The dependence on distance

**Question.** Evaluate the tail integrals in (1) for the exponential envelope. What follows for a possible $R^{-6}$ term?

**Solution.** Let $z$ be the distance from nucleus B towards A, and set $a=2\kappa$. First integrate over a plane of fixed $z>0$. With $\rho$ the distance from the axis, $r^2=\rho^2+z^2$ and $\rho\,d\rho=r\,dr$, so

$$\int_0^\infty2\pi\rho\,e^{-ar}d\rho
=2\pi\int_z^\infty re^{-ar}dr
=2\pi e^{-az}\left(\frac za+\frac1{a^2}\right).$$

Now integrate from the midplane $z=R/2$ outwards:

$$2\pi\int_{R/2}^{\infty}e^{-az}\left(\frac za+\frac1{a^2}\right)dz
=2\pi e^{-aR/2}\left(\frac{R}{2a^2}+\frac2{a^3}\right)
=\frac{\pi}{4\kappa^3}(\kappa R+2)e^{-\kappa R}. \tag{2}$$

Equation (1) contains two such half-spaces, each with a factor 2. Therefore

$$|\Delta E_{\rm sl}|\le\frac{\pi}{\kappa^3}(\kappa R+2)e^{-\kappa R}(L_nM+L_gM'). \tag{3}$$

Multiply (3) by $R^6$ and let $R\to\infty$. The exponential defeats the polynomial and the product tends to zero. A term $-C_6/R^6$ with $C_6\ne0$ would leave the finite limit $-C_6$, so $\Delta E_{\rm sl}$ contains no such term. The same argument excludes every other inverse power of $R$.

The exponent $\kappa R$ is natural. Each density has fallen to about $e^{-2\kappa(R/2)}=e^{-\kappa R}$ at the midplane. Equation (3) is an upper bound, and the actual decay may be faster.

### (c) Hydrogen densities and PBE

**Question.** Apply the bound to two hydrogen atoms with parallel spins and fixed 1s densities. Compare it with the PBE energy at $R=20\,a_0$.

**Solution.** The density is

$$n(r)=\frac{e^{-2r/a_0}}{\pi a_0^3},\qquad |\nabla n|=\frac{2n}{a_0}.$$

Hence $\kappa=1/a_0$, $M=1/(\pi a_0^3)$ and $M'=2/(\pi a_0^4)$. With $x=R/a_0$, equation (3) becomes

$$|\Delta E_{\rm sl}|\le(x+2)e^{-x}\left(L_n+\frac{2L_g}{a_0}\right). \tag{4}$$

For full PBE the slopes were evaluated on a grid of points and at several values of $\lambda$, leaving out densities below $10^{-10}a_0^{-3}$. The largest values found were $L_n=23.48$ eV and $L_g=0.788$ eV $a_0$. They are sampled maxima, so the numerical bound rests on the sampling, while (4) itself does not. A finer scan that includes the density at the nucleus raises $L_n$ to 23.59 eV, which leaves the three digits of the result below unchanged. At $x=20$,

$$22\,e^{-20}\,(23.48+2\times0.788)\ \text{eV}
=1.14\times10^{-6}\ \text{eV}.$$

The directly integrated PBE value is $-8.63\times10^{-10}$ eV. It obeys the bound and is about 1300 times smaller. The bound settles the question of a power law but is a poor estimate of the energy.

### (d) The actual decay of local exchange

**Question.** For one spin direction, local exchange is

$$f=-C_p\frac{e^2}{4\pi\varepsilon_0}n^{4/3},\qquad
C_p=\frac34\left(\frac6\pi\right)^{1/3}.$$

Find the leading form of $\Delta E_x$ for the two hydrogen densities at large $R$.

**Solution.** The constant follows from the unpolarized one, $\frac34(3/\pi)^{1/3}$, by the spin-scaling relation $E_x[n_\uparrow,0]=\frac12E_x[2n_\uparrow]$. The relation multiplies the constant by $\frac12\,2^{4/3}=2^{1/3}$.

Use the distances $r_A$ and $r_B$ from the two nuclei as coordinates. At fixed $r_A$, the cosine rule $r_B^2=r_A^2+R^2-2r_AR\cos\theta$ gives $r_B\,dr_B=r_AR\sin\theta\,d\theta$. After integration over the azimuth,

$$d^3r=2\pi r_A^2\sin\theta\,dr_A\,d\theta=\frac{2\pi}{R}r_Ar_B\,dr_A\,dr_B .$$

Put $r_A=R(\xi+\eta)/2$ and $r_B=R(\xi-\eta)/2$, with $\xi\ge1$ and $-1\le\eta\le1$. Then $r_Ar_B=R^2(\xi^2-\eta^2)/4$ and $dr_Adr_B=(R^2/2)\,d\xi\,d\eta$, so

$$d^3r=\frac{\pi R^3}{4}(\xi^2-\eta^2)\,d\xi\,d\eta. \tag{5}$$

The densities are $n_A=e^{-x\xi-x\eta}/(\pi a_0^3)$ and $n_B=e^{-x\xi+x\eta}/(\pi a_0^3)$. Their sum is $2e^{-x\xi}\cosh(x\eta)/(\pi a_0^3)$. Define

$$G(t)=(2\cosh t)^{4/3}-2\cosh(4t/3).$$

With the Hartree energy $E_h=e^2/(4\pi\varepsilon_0a_0)$, collecting the constants gives

$$\Delta E_x=-\frac{C_pE_hx^3}{4\pi^{1/3}}
\int_1^\infty\!d\xi\int_{-1}^{1}\!d\eta\,(\xi^2-\eta^2)e^{-4x\xi/3}G(x\eta). \tag{6}$$

The radial integrals needed here and later are $J_k(a)=\int_1^\infty\xi^ke^{-a\xi}d\xi$. Integration by parts gives $J_k=e^{-a}/a+(k/a)J_{k-1}$, hence

$$J_0=\frac{e^{-a}}a,\quad
J_1=e^{-a}\left(\frac1a+\frac1{a^2}\right),\quad
J_2=e^{-a}\left(\frac1a+\frac2{a^2}+\frac2{a^3}\right). \tag{7}$$

For $a=4x/3$, the leading part of $J_2$ is $3e^{-4x/3}/(4x)$. In the other integral set $t=x\eta$. At large positive $t$,

$$(2\cosh t)^{4/3}=e^{4t/3}(1+e^{-2t})^{4/3}\simeq e^{4t/3}+\tfrac43e^{-2t/3},$$

so $G\simeq\frac43e^{-2t/3}$. The integral of $G$ converges, and its limits can be extended to infinity:

$$\int_{-1}^1G(x\eta)\,d\eta\simeq\frac Kx,\qquad
K=\int_{-\infty}^{\infty}G(t)\,dt=2.650.$$

The term with $\eta^2=t^2/x^2$ is smaller by a factor of order $1/x^2$. Therefore

$$\Delta E_x\simeq-\frac{3KC_p}{16\pi^{1/3}}E_h\,x\,e^{-4x/3}
=-0.3157\,E_h\,x\,e^{-4x/3}. \tag{8}$$

The exponent is that of $n^{4/3}$ at the midplane, $(e^{-x})^{4/3}$. The energy is attractive because $(u+v)^{4/3}>u^{4/3}+v^{4/3}$ for positive $u$ and $v$. This attraction needs overlapping tails and is not dispersion.

The next term of $J_2$ multiplies (8) by $1+3/(2x)$. The ratio of the integrated energy to (8) is 1.062, 1.034 and 1.018 at $x=20$, 40 and 80. The factor $1+3/(2x)$ gives 1.075, 1.038 and 1.019. The remaining differences shrink about fourfold at each doubling of $x$, as a $1/x^2$ correction should.

### (e) Comparison with the overlap integral

**Question.** Is the interaction proportional to the density overlap $\int n_An_B\,d^3r$?

**Solution.** By (5) and (7), integrals of a function of $\xi$ alone require

$$Q(a)=\int_1^\infty\!d\xi\int_{-1}^1\!d\eta\,(\xi^2-\eta^2)e^{-a\xi}
=2J_2-\frac23J_0
=e^{-a}\left(\frac4{3a}+\frac4{a^2}+\frac4{a^3}\right). \tag{9}$$

The product $n_An_B$ contains $e^{-2x\xi}$, so $a=2x$ and

$$\int n_An_B\,d^3r=\frac{x^3}{4\pi a_0^3}Q(2x)
=\frac{e^{-2x}}{4\pi a_0^3}\left(\frac{2x^2}3+x+\frac12\right). \tag{10}$$

This falls as $x^2e^{-2x}$, faster than (8). The ratio $|\Delta E_x|/\int n_An_B\,d^3r$ grows as $e^{2x/3}/x$. Numerically it rises from $3.9\times10^3$ eV $a_0^3$ at $8\,a_0$ to $4.9\times10^6$ eV $a_0^3$ at $20\,a_0$.

The interaction is therefore not proportional to the overlap integral. The correct statement is that it is exponentially small in $R$ because it requires the density tails to reach at least the midplane; for local exchange, (6) shows that the energy comes mainly from $|\eta|$ up to a few times $1/x$, where the two tails meet. The exponent can depend on the functional: $f=cn^2$ would give exactly $2c\int n_An_B\,d^3r\propto x^2e^{-2x}$, whereas $n^{4/3}$ gives $x\,e^{-4x/3}$.

## Second half: the complete interaction and the dispersion energy

The symbols carried over are $x=R/a_0$, the Hartree energy $E_h$, the decay constant $\kappa$ defined by $n\sim e^{-2\kappa r}$, and the slope bounds $L_n$ and $L_g$ of the semilocal integrand. For superposed densities, the non-additive semilocal energy is bounded by a polynomial times $e^{-\kappa R}$. The coordinates $\xi=(r_A+r_B)/R$ and $\eta=(r_A-r_B)/R$ have the volume element (5). The integrals $J_k(a)$ and $Q(a)$ are given in (7) and (9).

A Kohn–Sham calculation also contains electrostatic and kinetic energy, and it lets the orbitals relax. A power law could enter through any of these, so each is examined.

### (f) Electrostatics

**Question.** Find the electrostatic interaction of two undistorted neutral atoms, and evaluate it for hydrogen.

**Solution.** Electrons inside radius $r$ act as if they were at the nucleus. A shell of radius $s>r$ contributes a constant potential proportional to $1/s$. Neutrality means that the nuclear charge number equals $\int_0^\infty4\pi s^2n\,ds$. The inner electrons therefore cancel part of the nuclear term, leaving

$$\phi(r)=\frac{e}{4\pi\varepsilon_0}\int_r^\infty4\pi s^2n(s)\left(\frac1r-\frac1s\right)ds. \tag{11}$$

Only density beyond $r$ enters, so an exponential density gives an exponential potential. For hydrogen, with lengths in $a_0$,

$$4\int_r^\infty s^2e^{-2s}ds=e^{-2r}(2r^2+2r+1),\qquad
4\int_r^\infty se^{-2s}ds=e^{-2r}(2r+1).$$

Dividing the first by $r$ and subtracting the second leaves $e^{-2r}(1+1/r)$. In SI form,

$$\phi(r)=\frac{e}{4\pi\varepsilon_0a_0}\left(1+\frac{a_0}{r}\right)e^{-2r/a_0}.$$

Nucleus B has energy $e\phi_A(R)$ in this potential, and B's electrons have energy $-e\int n_B\phi_A\,d^3r$. In the second term the exponentials combine to $e^{-2x\xi}$, and $a_0/r_A=2/[x(\xi+\eta)]$. Thus

$$\frac{e}{E_h}\int n_B\phi_A\,d^3r=\frac{x^3}{4}Q(2x)+\frac{x^2}{2}\int_1^\infty\!d\xi\int_{-1}^1\!d\eta\,(\xi-\eta)e^{-2x\xi}.$$

The first term is $e^{-2x}(x^2/6+x/4+1/8)$. In the second, the $\eta$ part integrates to zero, leaving $x^2J_1(2x)=e^{-2x}(x/2+1/4)$. Subtracting both from $e\phi_A(R)/E_h=(1+1/x)e^{-2x}$ gives

$$E_{\rm es}=E_he^{-2x}\left(\frac1x+\frac58-\frac{3x}{4}-\frac{x^2}{6}\right). \tag{12}$$

At $x=12$ the bracket is $-32.29$ and $e^{-24}=3.775\times10^{-11}$, so $E_{\rm es}=-3.32\times10^{-8}$ eV. A power law would arise only if each of the two atoms carried a net charge or a permanent multipole. Spherical symmetry and neutrality exclude both.

For superposed atomic densities, neither the semilocal energy nor the electrostatic interaction contains an inverse power of $R$; both are exponentially small. It remains to examine orbital orthogonality and relaxation, to find where the dispersion energy comes from, and to compare the contributions numerically.
